# Nonlinear core correction force in a plane-wave calculation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the total energy to a force in real space

A pseudopotential calculation treats the valence electrons explicitly and replaces the core electrons of each atom by an effective ionic potential. The exchange-correlation energy is a nonlinear functional of the density, so where core and valence densities overlap it does not split into a core part and a valence part. The nonlinear core correction deals with this by attaching a fixed core density to each ion and evaluating the exchange-correlation energy at the sum of valence and core densities. In practice a partial core is used, which is a smooth function near the nucleus. When the ion moves, its core density moves too, and the energy changes. The problem is to find the resulting force in a form that a plane-wave program can sum.

Hartree atomic units are used. The crystal has a cell of volume $\Omega$, lattice vectors $\mathbf T$ and reciprocal lattice vectors $\mathbf G$. Ion $I$ sits at $\mathbf R_I$, and all its periodic images move with it. Its core density $\rho_I(|\mathbf r-\mathbf R_I|)$ is spherical, rigid and localized, and has equal spin-up and spin-down parts. Energies are per cell. A periodic function is expanded as

$$f(\mathbf r)=\sum_{\mathbf G}f(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad f(\mathbf G)=\frac1\Omega\int_\Omega f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

With this convention $f(\mathbf G)$ has the same unit as $f(\mathbf r)$.

### (a) The core density and its response to a displacement

*Question.* Find the Fourier coefficients of the total core density, and their derivative with respect to $\mathbf R_I$. Reduce the integral over one core to a radial one, and evaluate it for a Gaussian core of charge $Q$ and width $w$.

*Solution.* The total core density is a sum over ions and their images,

$$n_{\rm core}(\mathbf r)=\sum_I\sum_{\mathbf T}\rho_I(|\mathbf r-\mathbf R_I-\mathbf T|).$$

In its Fourier coefficient, substitute $\mathbf r=\mathbf r'+\mathbf T$ in the term with lattice vector $\mathbf T$. The phase does not change, because $e^{-i\mathbf G\cdot\mathbf T}=1$. The integration region becomes the cell shifted by $-\mathbf T$, and the shifted cells together fill all space once. Hence

$$n_{\rm core}(\mathbf G)=\frac1\Omega\sum_I\int\rho_I(|\mathbf r-\mathbf R_I|)e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,$$

with the integral over all space. Setting $\mathbf r=\mathbf R_I+\mathbf u$ takes the position out as a phase:

$$n_{\rm core}(\mathbf G)=\frac1\Omega\sum_I\tilde\rho_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I},\qquad \tilde\rho_I(G)=\int\rho_I(u)e^{-i\mathbf G\cdot\mathbf u}\,d^3u .$$

The quantity $\tilde\rho_I(G)$ is the core form factor. It carries no factor $1/\Omega$, and it is a number of electrons.

For the radial form, take the polar axis along $\mathbf G$ and let $t$ be the cosine of the polar angle. The angular integral is

$$2\pi\int_{-1}^{1}e^{-iGut}\,dt=2\pi\,\frac{e^{iGu}-e^{-iGu}}{iGu}=4\pi\,\frac{\sin Gu}{Gu},$$

so that

$$\tilde\rho_I(G)=4\pi\int_0^\infty u^2\rho_I(u)\,\frac{\sin Gu}{Gu}\,du .$$

The form factor is therefore real and depends only on the length of $\mathbf G$. At $G=0$ the fraction tends to one, and $\tilde\rho_I(0)$ is the charge of the core density in electrons.

The Gaussian core is $\rho(u)=Q\,e^{-u^2/w^2}/(\pi^{3/2}w^3)$. Its Fourier integral is a product of three Cartesian integrals. In each of them the exponent is completed to a square,

$$-\frac{x^2}{w^2}-iG_xx=-\frac1{w^2}\left(x+\frac{iG_xw^2}{2}\right)^2-\frac{G_x^2w^2}{4}.$$

The integrand has no singularities and decays at large $|x|$, so the integration line may be shifted back to the real axis. The remaining Gaussian integral is $\sqrt\pi\,w$. The three factors $\sqrt\pi\,w$ cancel the normalization, and

$$\tilde\rho(G)=Q\,e^{-G^2w^2/4}.$$

A narrow core has a slowly decaying form factor and needs a large set of $\mathbf G$. This is the practical reason for replacing a sharp true core by a smooth partial one.

The position of ion $I$ appears in one phase factor, since the form factor of a rigid core does not depend on where the ion is. The derivative is

$$\frac{\partial n_{\rm core}(\mathbf G)}{\partial\mathbf R_I}=-\frac{i\mathbf G}{\Omega}\,\tilde\rho_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I}.$$

### (b) Which part of the energy change counts as a force

*Question.* When an ion moves, the orbitals change as well. Show that in a self-consistent plane-wave calculation this response does not contribute to the force, and identify the term that comes from the core density. What remains if self-consistency is incomplete?

*Solution.* Let the pseudopotentials be norm-conserving, so that the orbitals are orthonormal in the ordinary sense, and let the occupations $f_{i\sigma}$ be fixed. The index $i$ covers bands and, if present, $k$ points, whose weights are included in $f_{i\sigma}$. The valence densities are

$$n^{\rm val}_\sigma(\mathbf r)=\sum_if_{i\sigma}|\psi_{i\sigma}(\mathbf r)|^2,\qquad n^{\rm val}=n^{\rm val}_\uparrow+n^{\rm val}_\downarrow .$$

The unpolarized core gives half of its density to each spin, so the exchange-correlation energy is evaluated at

$$n_\sigma=n_\sigma^{\rm val}+\tfrac12n_{\rm core}.$$

The energy is

$$E=\sum_{i\sigma}f_{i\sigma}\langle\psi_{i\sigma}|-\tfrac12\nabla^2+V_{\rm ion}|\psi_{i\sigma}\rangle+E_{\rm H}[n^{\rm val}]+E_{\rm xc}[n_\uparrow,n_\downarrow]+E_{\rm ion\text{-}ion}.$$

The Hartree energy contains valence charge alone. The electrostatic effect of the core electrons is already part of the ionic potential $V_{\rm ion}$, and adding the core density to $E_{\rm H}$ would count it twice.

Now vary the orbitals at fixed ion positions. The density changes by $\delta n_\sigma=\delta n_\sigma^{\rm val}=\sum_if_{i\sigma}(\delta\psi_{i\sigma}^*\psi_{i\sigma}+{\rm c.c.})$, where c.c. is the complex conjugate. With

$$v_\sigma(\mathbf r)=\frac{\delta E_{\rm xc}}{\delta n_\sigma(\mathbf r)}$$

evaluated at the full densities $n_\sigma$, the energy changes by

$$\delta E=\sum_{i\sigma}f_{i\sigma}\left(\langle\delta\psi_{i\sigma}|H_\sigma|\psi_{i\sigma}\rangle+{\rm c.c.}\right),\qquad H_\sigma=-\tfrac12\nabla^2+V_{\rm ion}+v_{\rm H}+v_\sigma .$$

The core density therefore enters the Hamiltonian through the argument of $v_\sigma$.

Next, move ion $I$. The total derivative is the explicit derivative at fixed orbitals plus the response term,

$$\frac{dE}{d\mathbf R_I}=\frac{\partial E}{\partial\mathbf R_I}+\sum_{i\sigma}f_{i\sigma}\left(\Big\langle\frac{\partial\psi_{i\sigma}}{\partial\mathbf R_I}\Big|H_\sigma\Big|\psi_{i\sigma}\Big\rangle+{\rm c.c.}\right).$$

Plane waves do not move with the ions, so $\partial\psi_{i\sigma}/\partial\mathbf R_I$ lies in the same finite basis as $\psi_{i\sigma}$. Within that basis the orbitals satisfy $H_\sigma\psi_{i\sigma}=\varepsilon_{i\sigma}\psi_{i\sigma}$. The response term becomes

$$\sum_{i\sigma}f_{i\sigma}\varepsilon_{i\sigma}\frac{\partial}{\partial\mathbf R_I}\langle\psi_{i\sigma}|\psi_{i\sigma}\rangle=0,$$

because every orbital stays normalized. The basis need not be complete for this. It has to be the same before and after the displacement, which also requires a fixed cell.

The force is then $-\partial E/\partial\mathbf R_I$ at fixed orbitals. The explicit dependence on $\mathbf R_I$ sits in three places: the ionic potential with its local and nonlocal parts, the ion-ion energy, and the core density inside $E_{\rm xc}$. The last one defines the nonlinear core correction force,

$$\mathbf F_I=-\left.\frac{\partial E_{\rm xc}}{\partial\mathbf R_I}\right|_{n^{\rm val}_\uparrow,\,n^{\rm val}_\downarrow}.$$

This is a partial derivative. The total derivative of $E_{\rm xc}$ also contains the change of the valence density. That second part is cancelled by the response of the kinetic, ionic and Hartree energies, as the vanishing sum above shows.

If self-consistency is incomplete, the orbitals are eigenstates of a Hamiltonian with an input potential $v_\sigma^{\rm in}$, while the derivative of the energy contains the output potential $v_\sigma^{\rm out}$ built from the resulting density. Here both symbols include the Hartree part. Writing $H^{\rm out}_\sigma=H^{\rm in}_\sigma+v_\sigma^{\rm out}-v_\sigma^{\rm in}$, the part with $H_\sigma^{\rm in}$ vanishes as before, and the energy derivative keeps the term

$$\sum_\sigma\int_\Omega(v_\sigma^{\rm out}-v_\sigma^{\rm in})\,\frac{\partial n_\sigma^{\rm val}}{\partial\mathbf R_I}\,d^3r .$$

A force computed without this term has an error of first order in the potential mismatch. Forces therefore need tighter self-consistency than the energy, whose error at its stationary point is of second order.

### (c) The two spin channels

*Question.* Express $\mathbf F_I$ through the exchange-correlation potentials of both spins. What changes if a fraction $p$ of the core density has spin up and $1-p$ has spin down? Is the combination that appears the same as the potential of an unpolarized system with the same total density?

*Solution.* By the definition of the functional derivative, a change of the two densities changes the energy by $\sum_\sigma\int_\Omega v_\sigma\,\delta n_\sigma\,d^3r$. At fixed valence density the two spin densities change equally,

$$\frac{\partial n_\sigma}{\partial\mathbf R_I}=\frac12\,\frac{\partial n_{\rm core}}{\partial\mathbf R_I}.$$

Inserting this gives

$$\mathbf F_I=-\int_\Omega\bar v(\mathbf r)\,\frac{\partial n_{\rm core}(\mathbf r)}{\partial\mathbf R_I}\,d^3r,\qquad \bar v=\tfrac12(v_\uparrow+v_\downarrow).$$

The factor one half is the spin share of the core. For shares $p$ and $1-p$ the same step gives $p\,v_\uparrow+(1-p)\,v_\downarrow$ in place of $\bar v$, with both potentials evaluated at densities that contain the polarized core.

There is a second way to read the average. Let $n=n_\uparrow+n_\downarrow$ and $m=n_\uparrow-n_\downarrow$, so that $n_\uparrow=(n+m)/2$ and $n_\downarrow=(n-m)/2$. The derivative of the energy with respect to $n$ at fixed $m$ is $\frac12v_\uparrow+\frac12v_\downarrow=\bar v$. An unpolarized core that moves changes the charge density and leaves the magnetization density alone, so it couples to this combination.

The average still depends on the magnetization. Local exchange shows how:

$$E_{\rm x}=-\frac34\left(\frac6\pi\right)^{1/3}\sum_\sigma\int_\Omega n_\sigma^{4/3}\,d^3r,\qquad v_{{\rm x}\sigma}=-\left(\frac{6n_\sigma}{\pi}\right)^{1/3}.$$

With $\zeta=m/n$, the spin densities are $n(1\pm\zeta)/2$, and for small $\zeta$

$$v_{{\rm x}\uparrow,\downarrow}=-\left(\frac{3n}\pi\right)^{1/3}(1\pm\zeta)^{1/3}\approx-\left(\frac{3n}\pi\right)^{1/3}\left(1\pm\frac\zeta3-\frac{\zeta^2}9\right).$$

The linear terms cancel in the average, which differs from the unpolarized potential at order $\zeta^2$. A single channel differs from it already at order $\zeta$. In an unpolarized system both channels are equal and $\bar v$ is the ordinary exchange-correlation potential.

### (d) The force in real space

*Question.* Write $\mathbf F_I$ as an integral over one core density, with the correct sign, and interpret it. When does it vanish? What does it become if $E_{\rm xc}$ is quadratic in the density?

*Solution.* The core depends on $\mathbf r-\mathbf R_I$, so a derivative with respect to $\mathbf R_I$ is minus a derivative with respect to $\mathbf r$:

$$\frac{\partial n_{\rm core}}{\partial\mathbf R_I}=-\sum_{\mathbf T}\nabla\rho_I(|\mathbf r-\mathbf R_I-\mathbf T|).$$

This minus sign cancels the one in the force. Since $\bar v$ is periodic, the sum over $\mathbf T$ again turns the cell integral into an integral over all space, and

$$\mathbf F_I=\int\bar v(\mathbf r)\,\nabla\rho_I(|\mathbf r-\mathbf R_I|)\,d^3r=-\int\rho_I(|\mathbf r-\mathbf R_I|)\,\nabla\bar v(\mathbf r)\,d^3r .$$

The second form follows by integration by parts, where the surface term vanishes because the core is localized. It reads like the force on a rigid cloud in the potential $\bar v$: the core is pushed towards lower $\bar v$. The potential itself depends on the core density, but no further term arises from this, because $\bar v$ is already the full first derivative of the energy.

If $\bar v$ is even about the ion, $\bar v(\mathbf R_I+\mathbf u)=\bar v(\mathbf R_I-\mathbf u)$, the force vanishes, since $\nabla\rho_I$ is odd. This holds at every inversion centre of the densities.

For the quadratic case, take the unpolarized model $E_{\rm xc}=\frac\kappa2\int_\Omega n^2\,d^3r$ with constant $\kappa$. Then $\bar v=\kappa(n^{\rm val}+n_{\rm core})$. If different cores do not overlap, the core part contributes $\kappa\int\rho_I\nabla\rho_I\,d^3r=\frac\kappa2\int\nabla(\rho_I^2)\,d^3r=0$, and

$$\mathbf F_I=\kappa\int n^{\rm val}\,\nabla\rho_I\,d^3r .$$

This is the force of a local ionic potential $\kappa\rho_I$ acting on the valence electrons. In this model, cores that do not overlap could be absorbed into the pseudopotential once and for all. Overlapping cores would add an energy $\kappa\int\rho_I\rho_J\,d^3r$ for each pair of ions, which depends on their distance but not on the electrons. A separate core correction is needed because the real functional is not quadratic.

## Second half: the reciprocal-space sum and a worked example

The symbols carried over are these. The core form factor $\tilde\rho_I(G)$ is the real Fourier integral of the core density of ion $I$, and $Q\,e^{-G^2w^2/4}$ for a Gaussian core. The potentials $v_\sigma$ are the functional derivatives of $E_{\rm xc}$ at the full densities $n_\sigma=n_\sigma^{\rm val}+\frac12n_{\rm core}$, and $\bar v$ is their spin average. The first half gave

$$\mathbf F_I=-\int_\Omega\bar v\,\frac{\partial n_{\rm core}}{\partial\mathbf R_I}\,d^3r,\qquad \frac{\partial n_{\rm core}(\mathbf G)}{\partial\mathbf R_I}=-\frac{i\mathbf G}\Omega\,\tilde\rho_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I},$$

for a self-consistent calculation with fixed occupations, cell and basis. The force is one term of the total force. Fourier coefficients of periodic functions contain the factor $1/\Omega$, and form factors do not.

### (e) The overlap in reciprocal space

*Question.* Turn the cell integral into a sum over $\mathbf G$. Bring the sum into a manifestly real form, and check that it does not depend on the choice of origin.

*Solution.* For a real function $\bar v$ and a periodic function $g$, insert both Fourier series, using the complex conjugate of the first because $\bar v=\bar v^*$:

$$\int_\Omega\bar v\,g\,d^3r=\sum_{\mathbf G\mathbf G'}\bar v(\mathbf G)^*g(\mathbf G')\int_\Omega e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}\,d^3r=\Omega\sum_{\mathbf G}\bar v(\mathbf G)^*g(\mathbf G).$$

The exponential integrates to $\Omega$ if $\mathbf G'=\mathbf G$ and to zero otherwise. With $g=\partial n_{\rm core}/\partial\mathbf R_I$,

$$\mathbf F_I=-\Omega\sum_{\mathbf G}\bar v(\mathbf G)^*\left(-\frac{i\mathbf G}\Omega\right)\tilde\rho_I(G)e^{-i\mathbf G\cdot\mathbf R_I}.$$

The two minus signs combine to plus, and the volume cancels:

$$\boxed{\;\mathbf F_I=i\sum_{\mathbf G}\mathbf G\,\bar v(\mathbf G)^*\,\tilde\rho_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I}\;}$$

The force is the overlap of the spin-averaged potential with the form factor displaced to $\mathbf R_I$, weighted by $i\mathbf G$. A program that stores the core form factor divided by $\Omega$ needs a prefactor $\Omega$ here.

For the real form, write $\bar v(\mathbf G)e^{i\mathbf G\cdot\mathbf R_I}=a+ib$ with real $a$ and $b$. The summand contains the conjugate of this number, and $i(a-ib)=b+ia$. Because $\bar v(\mathbf r)$ is real, $\bar v(-\mathbf G)=\bar v(\mathbf G)^*$, so $a$ is even and $b$ is odd in $\mathbf G$. The products $\mathbf G\tilde\rho_Ia$ cancel between $\mathbf G$ and $-\mathbf G$, while the products $\mathbf G\tilde\rho_Ib$ are equal and add. Therefore

$$\mathbf F_I=\sum_{\mathbf G}\mathbf G\,\tilde\rho_I(G)\,{\rm Im}\!\left[\bar v(\mathbf G)\,e^{i\mathbf G\cdot\mathbf R_I}\right].$$

The term $\mathbf G=0$ is zero, so a constant added to $\bar v$ exerts no force.

If the whole crystal is shifted by $\mathbf d$, the coefficient $\bar v(\mathbf G)$ acquires the factor $e^{-i\mathbf G\cdot\mathbf d}$ and the ionic phase acquires $e^{i\mathbf G\cdot\mathbf d}$. Their product is unchanged, and so is the force.

The meaning of the imaginary part follows from the definition of the coefficient:

$${\rm Im}\!\left[\bar v(\mathbf G)e^{i\mathbf G\cdot\mathbf R_I}\right]=-\frac1\Omega\int_\Omega\bar v(\mathbf r)\,\sin[\mathbf G\cdot(\mathbf r-\mathbf R_I)]\,d^3r .$$

It measures the part of $\bar v$ that is odd about the ion, in agreement with the symmetry argument of part (d). Each single term samples this oddness over the whole cell. The restriction to the region of the core comes from the sum over all $\mathbf G$, so single terms can be much larger than the final force.

The core correction force is now a real, origin-independent sum over reciprocal lattice vectors, built from the spin-averaged exchange-correlation potential and the core form factor. What remains is to treat finite grids and gradient-dependent functionals, to ask whether the core forces add up to zero, and to work through a numerical example that compares the core force with the other force terms.
